**Cattaneo law, thermal wave speed and the limits of the moment closure**

The program tests that the energy and flux moments of the gray phonon Boltzmann equation, closed by an isotropic second moment, give the Cattaneo law with conductivity $Cv^2\tau/3$ and front speed $v/\sqrt3$. Here $v$ is the phonon speed, $\tau$ the relaxation time, $C$ the heat capacity per volume and $K$ the wavenumber times the mean free path $v\tau$. It asserts the angular integrals of the closure symbolically, and compares the mode formulas of the closed and unclosed equations with numerically computed eigenvalues. A pulse evolved in Fourier space must stay behind the Cattaneo front, and random phonon flights must reproduce the same mean-square spread while reaching out to $vt$. The output shows both rms distances near 41.7 nm after 15 ps, yet 24.6% of the sampled energy lies ahead of the Cattaneo front. In a second model with strong normal scattering, the full operator must agree with the flux law that includes a viscous term. The resulting wave travels at 3450 m/s, close to $v/\sqrt3=3464$ m/s.

## Check in Python

```python
"""
Result under test: the energy and flux moments of the gray phonon Boltzmann
equation, closed by an isotropic second angular moment, give the Cattaneo law
with conductivity C v^2 tau/3 and a front speed v/sqrt(3).
The program also tests where this closed model departs from the unclosed
Boltzmann equation, and how normal scattering makes the wave genuine.

Symbols: v phonon speed, tau resistive relaxation time, C heat capacity per
volume, mfp = v tau, K = wavenumber * mfp, mu = direction cosine along x,
s = growth rate * tau, g = resistive time / normal time.
Scaled calculations use mfp as the length unit and tau as the time unit.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm


def boltzmann_rates(K, g=0.0, n=200):
    """Scaled growth rates of plane modes, from the collision operator."""
    mu, w = np.polynomial.legendre.leggauss(n)
    w = w / 2
    M = np.diag(-1j * K * mu - (1 + g))
    M = M + (1 + g) * np.outer(np.ones(n), w)
    M = M + 3 * g * np.outer(mu, w * mu)
    rates = np.linalg.eigvals(M)
    return rates[np.argsort(-rates.real)]


def cattaneo_matrix(K):
    """Evolution of (u, q/v) for one plane mode of the closed equations."""
    return np.array([[0, -1j * K], [-1j * K / 3, -1]], dtype=complex)


# Angular integrals of the linear-in-direction distribution, in three dimensions
th, ph = sp.symbols("theta phi", real=True)
u_s, speed_s = sp.symbols("u speed", positive=True)
q_s = sp.symbols("qx qy qz", real=True)
direction = (sp.sin(th) * sp.cos(ph), sp.sin(th) * sp.sin(ph), sp.cos(th))
e_s = (u_s + 3 * sum(a * b for a, b in zip(direction, q_s)) / speed_s) / (4 * sp.pi)


def sphere_integral(f):
    inner = sp.integrate(sp.expand(f * sp.sin(th)), (ph, 0, 2 * sp.pi))
    return sp.simplify(sp.integrate(inner, (th, 0, sp.pi)))


assert sp.simplify(sphere_integral(e_s) - u_s) == 0
for i in range(3):
    assert sp.simplify(speed_s * sphere_integral(direction[i] * e_s) - q_s[i]) == 0
    for j in range(3):
        second = sphere_integral(direction[i] * direction[j] * e_s)
        assert sp.simplify(second - (u_s / 3 if i == j else 0)) == 0

# Unclosed plane modes: operator spectrum against the derived dispersion law
for K in (0.3, 1.0, 1.4):
    slow = boltzmann_rates(K)[0]
    assert abs(slow - (K / np.tan(K) - 1)) < 1e-9
excess_beyond = {}
for K in (2.0, 10.0):
    excess_beyond[K] = boltzmann_rates(K)[0].real + 1
    # finite angular grid leaves a shift of the order of the node spacing
    assert abs(excess_beyond[K]) < 0.03

# Exact moment balances on an actual Boltzmann mode, and failure of the closure
K_demo = 1.0
s_exact = boltzmann_rates(K_demo)[0].real
mu, w = np.polynomial.legendre.leggauss(200)
mode = 0.5 / (1 + s_exact + 1j * K_demo * mu)
u_m, q_m, p_m = (np.sum(w * mu**n * mode) for n in range(3))
assert abs(s_exact * u_m + 1j * K_demo * q_m) < 1e-9
assert abs((s_exact + 1) * q_m + 1j * K_demo * p_m) < 1e-9
second_ratio = (p_m / u_m).real
assert abs(second_ratio - 1 / 3) > 0.05

# Closed modes: matrix spectrum against the quadratic-root formula
for K in (0.3, 1.0, 5.0):
    found = np.linalg.eigvals(cattaneo_matrix(K))
    root = np.sqrt(complex(1 - 4 * K**2 / 3))
    for formula in ((-1 + root) / 2, (-1 - root) / 2):
        assert np.min(abs(found - formula)) < 1e-10
K_threshold = np.sqrt(3) / 2
below = np.linalg.eigvals(cattaneo_matrix(0.99 * K_threshold))
above = np.linalg.eigvals(cattaneo_matrix(1.01 * K_threshold))
assert np.max(abs(below.imag)) < 1e-10 and np.min(abs(above.imag)) > 0.01

# First correction to diffusion at long wavelength, from both spectra
K_small = 0.2
quartic_exact = (boltzmann_rates(K_small)[0].real + K_small**2 / 3) / K_small**4
s_small = np.max(np.linalg.eigvals(cattaneo_matrix(K_small)).real)
quartic_catt = (s_small + K_small**2 / 3) / K_small**4
assert abs(quartic_exact + 1 / 45) < 2e-4   # next series term is about 8e-5
assert abs(quartic_catt + 1 / 9) < 5e-3     # next series term is about 3e-3

# Model parameters in SI units
v, tau, C = 6000.0, 10e-12, 1.6e6
mfp = v * tau
kappa = C * v**2 * tau / 3
diffusivity = kappa / C
c = v / np.sqrt(3)
time = 15e-12
t = time / tau
spread_formula = 2 / 3 * (t - 1 + np.exp(-t))

# Closed equations: compact pulse evolved in Fourier space
n_grid, box, half_width = 4096, 8.0, 0.1
x = (np.arange(n_grid) - n_grid // 2) * box / n_grid
pulse = np.where(abs(x) < half_width, (1 - (x / half_width)**2)**6, 0.0)
pulse /= pulse.sum()
wave_numbers = 2 * np.pi * np.fft.rfftfreq(n_grid, box / n_grid)
propagator = np.array([expm(cattaneo_matrix(k) * t)[0, 0] for k in wave_numbers])
field = np.fft.irfft(np.fft.rfft(pulse) * propagator, n_grid)
front = t / np.sqrt(3)
assert np.max(abs(field[abs(x) > front + half_width])) < 1e-7 * field.max()
peak = abs(x[np.argmax(field)])
assert abs(peak - front) < 0.005
spread_catt = np.sum(x**2 * field) - np.sum(x**2 * pulse)
assert abs(spread_catt - spread_formula) < 1e-6

# Unclosed equation: random phonon flights from an isotropic plane pulse
rng = np.random.default_rng(7)
n_phonons = 1_000_000
position = np.zeros(n_phonons)
remaining = np.full(n_phonons, t)
active = np.arange(n_phonons)
while active.size:
    flight = np.minimum(rng.exponential(size=active.size), remaining[active])
    position[active] += rng.uniform(-1, 1, active.size) * flight
    remaining[active] -= flight
    active = active[remaining[active] > 0]
spread_mc = np.mean(position**2)
spread_error = np.std(position**2) / np.sqrt(n_phonons)
assert abs(spread_mc - spread_formula) < 5 * spread_error
farthest = np.max(abs(position))
assert 0.999 * t < farthest <= t * (1 + 1e-12)
ahead = np.mean(abs(position) > front)
ahead_error = np.sqrt(ahead * (1 - ahead) / n_phonons)
unscattered_ahead = np.exp(-t) * (1 - 1 / np.sqrt(3))
assert ahead > unscattered_ahead

# Normal scattering: full operator against the flux law with its viscous term
tau_R, tau_N, K_wave = 10e-9, 10e-12, 10.0
g = tau_R / tau_N
pair = boltzmann_rates(K_wave, g, 64)[:2]
wave = pair[np.argmax(pair.imag)]
viscous = 4 * K_wave**2 / (15 * (1 + g))
roots = np.roots([1, 1 + viscous, K_wave**2 / 3])
predicted = roots[np.argmax(roots.imag)]
assert abs(wave - predicted) < 1e-3
wave_speed = wave.imag / K_wave * v
assert abs(wave_speed / c - 1) < 0.01

s_catt = np.linalg.eigvals(cattaneo_matrix(K_demo))
s_catt = s_catt[np.argmax(s_catt.imag)]
nm, ps = 1e9, 1e12
print(f"phonon speed v = {v:.0f} m/s")
print(f"relaxation time tau = {tau*ps:.1f} ps")
print(f"heat capacity C = {C/1e6:.2f} MJ/(m^3 K)")
print(f"mean free path = {mfp*nm:.1f} nm")
print(f"conductivity = {kappa:.1f} W/(m K)")
print(f"diffusivity = {diffusivity*1e6:.1f} mm^2/s")
print(f"Cattaneo front speed = {c:.1f} m/s")
print(f"Cattaneo oscillation threshold K = {K_threshold:.4f} (no unit)")
print(f"threshold wavelength, Cattaneo = {2*np.pi*mfp/K_threshold*nm:.1f} nm")
print(f"wavelength where Boltzmann mode ends = {4*mfp*nm:.1f} nm")
print(f"K^4 coefficient, Boltzmann, at K=0.2 = {quartic_exact:.5f} (no unit)")
print(f"K^4 coefficient, Cattaneo, at K=0.2 = {quartic_catt:.5f} (no unit)")
print(f"demonstration K = {K_demo:.1f} (no unit)")
print(f"demonstration wavelength = {2*np.pi*mfp/K_demo*nm:.1f} nm")
print(f"scaled rate, diffusion = {-K_demo**2/3:.4f} (no unit)")
print(f"scaled rate, Boltzmann = {s_exact:.4f} (no unit)")
print(f"scaled rate, Cattaneo, real part = {s_catt.real:.4f} (no unit)")
print(f"scaled rate, Cattaneo, imag part = {s_catt.imag:.4f} (no unit)")
print(f"decay time, diffusion = {3*tau/K_demo**2*ps:.2f} ps")
print(f"decay time, Boltzmann = {-tau/s_exact*ps:.2f} ps")
print(f"envelope decay time, Cattaneo = {-tau/s_catt.real*ps:.2f} ps")
print(f"oscillation period, Cattaneo = {2*np.pi*tau/s_catt.imag*ps:.1f} ps")
print(f"second moment / energy, Boltzmann = {second_ratio:.4f} (no unit)")
print(f"pulse observation time = {time*ps:.1f} ps")
print(f"initial pulse half-width, Cattaneo = {half_width*mfp*nm:.1f} nm")
print(f"Cattaneo front distance c t = {front*mfp*nm:.2f} nm")
print(f"Cattaneo field peak distance = {peak*mfp*nm:.2f} nm")
print(f"ballistic front distance v t = {v*time*nm:.2f} nm")
print(f"farthest sampled phonon = {farthest*mfp*nm:.2f} nm")
print(f"rms spread, formula = {np.sqrt(spread_formula)*mfp*nm:.2f} nm")
print(f"rms spread, Cattaneo field = {np.sqrt(spread_catt)*mfp*nm:.2f} nm")
print(f"rms spread, phonon flights = {np.sqrt(spread_mc)*mfp*nm:.2f} nm")
print(f"rms spread, diffusion = {np.sqrt(2*diffusivity*time)*nm:.2f} nm")
print(f"energy ahead of Cattaneo front = {100*ahead:.2f} percent")
print(f"its standard error = {100*ahead_error:.2f} percentage points")
print(f"unscattered part of it = {100*unscattered_ahead:.2f} percent")
print(f"second model: resistive time = {tau_R*1e9:.1f} ns")
print(f"second model: normal time = {tau_N*ps:.1f} ps")
print(f"second model: K = {K_wave:.1f} (no unit)")
print(f"second model: wavelength = {2*np.pi*v*tau_R/K_wave*1e6:.2f} um")
print(f"second model: wave phase speed = {wave_speed:.1f} m/s")
print(f"second model: amplitude decay time = {-tau_R/wave.real*1e9:.2f} ns")
print(f"second model: wave period = {2*np.pi*tau_R/wave.imag*1e9:.2f} ns")
print("no test failed")
```

Printed output:

```
phonon speed v = 6000 m/s
relaxation time tau = 10.0 ps
heat capacity C = 1.60 MJ/(m^3 K)
mean free path = 60.0 nm
conductivity = 192.0 W/(m K)
diffusivity = 120.0 mm^2/s
Cattaneo front speed = 3464.1 m/s
Cattaneo oscillation threshold K = 0.8660 (no unit)
threshold wavelength, Cattaneo = 435.3 nm
wavelength where Boltzmann mode ends = 240.0 nm
K^4 coefficient, Boltzmann, at K=0.2 = -0.02231 (no unit)
K^4 coefficient, Cattaneo, at K=0.2 = -0.11418 (no unit)
demonstration K = 1.0 (no unit)
demonstration wavelength = 377.0 nm
scaled rate, diffusion = -0.3333 (no unit)
scaled rate, Boltzmann = -0.3579 (no unit)
scaled rate, Cattaneo, real part = -0.5000 (no unit)
scaled rate, Cattaneo, imag part = 0.2887 (no unit)
decay time, diffusion = 30.00 ps
decay time, Boltzmann = 27.94 ps
envelope decay time, Cattaneo = 20.00 ps
oscillation period, Cattaneo = 217.7 ps
second moment / energy, Boltzmann = 0.2298 (no unit)
pulse observation time = 15.0 ps
initial pulse half-width, Cattaneo = 6.0 nm
Cattaneo front distance c t = 51.96 nm
Cattaneo field peak distance = 51.91 nm
ballistic front distance v t = 90.00 nm
farthest sampled phonon = 90.00 nm
rms spread, formula = 41.66 nm
rms spread, Cattaneo field = 41.66 nm
rms spread, phonon flights = 41.64 nm
rms spread, diffusion = 60.00 nm
energy ahead of Cattaneo front = 24.64 percent
its standard error = 0.04 percentage points
unscattered part of it = 9.43 percent
second model: resistive time = 10.0 ns
second model: normal time = 10.0 ps
second model: K = 10.0 (no unit)
second model: wavelength = 37.70 um
second model: wave phase speed = 3450.4 m/s
second model: amplitude decay time = 19.48 ns
second model: wave period = 10.93 ns
no test failed
```
